\section*{The p^-8 tail of the momentum density from Coulomb cusps}

\section{One electron at the nucleus}

\noindent\textbf{Q:} Bound-state wave functions are continuous and decay exponentially at large distance. Why should the momentum density of an atom fall off as a power of $p$ and not much faster?

\noindent\textbf{A:} Decay at large distance controls how smooth the momentum amplitude is. The fall-off at large momentum is controlled by how smooth the wave function is in position, and Coulomb attraction leaves a kink at the nucleus. I use Hartree atomic units, a non-relativistic Hamiltonian and a fixed point nucleus of charge $Z$ at the origin. Take first an s orbital $\phi(r)$, real and normalized, in a mean field:
\begin{equation}
-\tfrac12\phi''-\frac{1}{r}\phi'-\frac{Z}{r}\phi+w=\varepsilon\phi ,
\end{equation}
where $w(r)$ collects the action of the other electrons on $\phi$ and is bounded at the nucleus. Insert $\phi=\phi(0)+\phi'(0)r+\dots$. The terms in $1/r$ are $-\phi'(0)/r$ and $-Z\phi(0)/r$. Nothing else diverges, so they must cancel:
\begin{equation}
\phi'(0)=-Z\phi(0).
\label{eq:kato}
\end{equation}
A function of $x,y,z$ that is smooth at the origin and depends on $r$ alone has zero radial slope there. The non-zero slope is the kink, or cusp.

\noindent\textbf{Q:} A kink is a local feature. How do you get a definite coefficient from it without knowing the whole orbital?

\noindent\textbf{A:} By repeated integration by parts, which leaves boundary values at $r=0$. The momentum amplitude is
\begin{align}
\tilde\phi(p)&=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\phi(r)\,d\mathbf r\nonumber\\
&=(2\pi)^{-3/2}\,2\pi\int_0^\infty r^2\phi(r)\int_{-1}^{1}e^{-iprc}\,dc\,dr\nonumber\\
&=(2\pi)^{-3/2}\,\frac{4\pi}{p}\int_0^\infty g(r)\sin(pr)\,dr,\qquad g=r\phi,
\end{align}
because the integral over $c$ is $2\sin(pr)/(pr)$. Two integrations by parts, with $g$ and its derivatives vanishing at infinity, give
\begin{align}
\int_0^\infty g\sin(pr)\,dr
&=\frac{g(0)}{p}+\frac1p\int_0^\infty g'\cos(pr)\,dr\nonumber\\
&=\frac{g(0)}{p}-\frac1{p^2}\int_0^\infty g''\sin(pr)\,dr .
\end{align}
Applying the same identity to $g''$ yields
\begin{equation}
\int_0^\infty g\sin(pr)\,dr=\frac{g(0)}{p}-\frac{g''(0)}{p^3}+O(p^{-5}),
\end{equation}
provided $\phi$ has enough derivatives with respect to $r$ for $r\ge0$. Here $g(0)=0$, and $g''=2\phi'+r\phi''$ gives $g''(0)=2\phi'(0)$. Hence
\begin{equation}
\tilde\phi(p)\simeq-(2\pi)^{-3/2}\frac{8\pi\phi'(0)}{p^4}
=(2\pi)^{-3/2}\frac{8\pi Z\phi(0)}{p^4}.
\label{eq:amp}
\end{equation}
The square has the prefactor $64\pi^2/(8\pi^3)=8/\pi$, so that
\begin{equation}
p^8|\tilde\phi(p)|^2\;\longrightarrow\;\frac{8}{\pi}Z^2\phi(0)^2
\qquad\text{per electron in the orbital.}
\label{eq:orbital}
\end{equation}

\noindent\textbf{Q:} I would like to see the same factor without integrating by parts.

\noindent\textbf{A:} Use the Schr\"odinger equation in momentum space. At large $p$ the kinetic term $(p^2/2)\tilde\phi$ must balance the most slowly decaying part of the transform of $Z\phi/r$. That part comes from the singularity $Z\phi(0)/r$, and the transform of $1/r$ is $(2\pi)^{-3/2}4\pi/p^2$. Therefore
\begin{equation}
\frac{p^2}{2}\tilde\phi\simeq(2\pi)^{-3/2}\frac{4\pi Z\phi(0)}{p^2},
\end{equation}
which is Eq.~\eqref{eq:amp} again. It also gives the physical picture: the electron acquires a large momentum in one hard encounter with the nucleus, and $\phi(0)$ measures how much amplitude is available there.

\noindent\textbf{Q:} How large must $p$ be?

\noindent\textbf{A:} The hydrogenic orbital $\phi=\phi(0)e^{-Zr}$ shows the scale. Its radial integral is
\begin{equation}
\int_0^\infty re^{-Zr}\sin(pr)\,dr=\operatorname{Im}\frac{1}{(Z-ip)^2}
=\frac{2Zp}{(Z^2+p^2)^2},
\end{equation}
and so
\begin{equation}
p^8|\tilde\phi|^2=\frac{8}{\pi}Z^2\phi(0)^2\left(1+\frac{Z^2}{p^2}\right)^{-4}.
\end{equation}
For this orbital the tail is reached for $p\gg Z$, with a relative deficit of about $4Z^2/p^2$. The coefficient of $1/p^2$ differs for other orbitals. There is an upper end too. The derivation is non-relativistic, so $p$ must stay well below the speed of light, about 137 in these units. The two conditions leave room only for light atoms: for a hydrogenic 1s orbital with $Z=10$ at $p=40$ the expression above is still $22\%$ below its limit, while the Dirac momentum density already exceeds the Schr\"odinger one by $4\%$. A nucleus of finite size has a bounded potential, which removes the kink at distances smaller than its radius.

\section{Two electrons meeting}

\noindent\textbf{Q:} The electrons also repel one another with a singular potential. Does that not produce a similar tail?

\noindent\textbf{A:} It does, in a correlated wave function. For electrons 1 and 2 put $\mathbf u=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$. The kinetic energy becomes $-\tfrac14\nabla_R^2-\nabla_u^2$. Near $u=0$ the singular terms acting on the spherical part $\chi=\chi_0+\chi_1u+\dots$ must cancel:
\begin{equation}
-\nabla_u^2\chi+\frac{\chi}{u}=\text{finite}
\;\Rightarrow\;-\frac{2\chi_1}{u}+\frac{\chi_0}{u}=0
\;\Rightarrow\;\chi_1=\tfrac12\chi_0 .
\end{equation}
The slope is positive because the force is repulsive. It is $\tfrac12$ and not $1$ because the relative motion has reduced mass $\tfrac12$.

\noindent\textbf{Q:} That is the slope at fixed pair centre. In the momentum density of electron 1 you hold $\mathbf r_2$ fixed.

\noindent\textbf{A:} Then $\mathbf R=\mathbf r_2+\mathbf u/2$, and with $F(\mathbf R)$ the value of $\Psi$ at contact,
\begin{equation}
F(\mathbf r_2+\tfrac12\mathbf u)\left(1+\tfrac12u\right)
=F(\mathbf r_2)+\tfrac12\mathbf u\cdot\nabla F+\tfrac12u\,F(\mathbf r_2)+O(u^2).
\end{equation}
The extra term is linear in the components of $\mathbf u$ and therefore smooth. The kink keeps the slope $\tfrac12F(\mathbf r_2)$. I rely here on a regularity property that I state and do not prove: near a meeting of two particles, $\Psi$ has the form $A(\mathbf u)+u\,B(\mathbf u)$ with smooth $A$ and $B$.

\noindent\textbf{Q:} Now combine the kinks.

\noindent\textbf{A:} The momentum density, normalized to $N$, is
\begin{equation}
n(\mathbf p)=N\int|\tilde\Psi(\mathbf p,\mathbf r_2,\dots,\mathbf r_N)|^2\,d\mathbf r_2\cdots d\mathbf r_N ,
\end{equation}
where only the first coordinate is transformed and spin sums are understood. By Eq.~\eqref{eq:amp}, a kink of slope $s$ at the origin contributes $-(2\pi)^{-3/2}8\pi s/p^4$. Moving it to a point $\mathbf a$ multiplies this by $e^{-i\mathbf p\cdot\mathbf a}$. As a function of $\mathbf r_1$, $\Psi$ has slope $-Z\Psi(0,\mathbf r_2,\dots)$ at the nucleus and slope $\tfrac12\Psi(\mathbf r_j,\mathbf r_2,\dots)$ at each other electron. Thus
\begin{equation}
\tilde\Psi\simeq\frac{8\pi}{(2\pi)^{3/2}p^4}\Big[Z\Psi(0,\mathbf r_2,\dots)
-\tfrac12\sum_{j\ge2}e^{-i\mathbf p\cdot\mathbf r_j}\Psi(\mathbf r_j,\mathbf r_2,\dots)\Big].
\label{eq:sum}
\end{equation}
Define the electron density at the nucleus and the contact density by
\begin{align}
\rho(0)&=N\int|\Psi(0,\mathbf r_2,\dots)|^2\,d\mathbf r_2\cdots d\mathbf r_N,\\
D&=\Big\langle\sum_{i<j}\delta(\mathbf r_i-\mathbf r_j)\Big\rangle\nonumber\\
&=\frac{N(N-1)}2\int|\Psi(\mathbf r_2,\mathbf r_2,\mathbf r_3,\dots)|^2\,d\mathbf r_2\cdots d\mathbf r_N .
\end{align}
The squared nuclear term, multiplied by $N$, integrates to $Z^2\rho(0)$. The $N-1$ squared electron terms are equal by antisymmetry and give $N(N-1)\tfrac14\int|\Psi(\mathbf r_2,\mathbf r_2,\dots)|^2=D/2$. With the prefactor $8/\pi$,
\begin{equation}
p^8n(p)\;\longrightarrow\;\frac8\pi Z^2\rho(0)+\frac4\pi D .
\label{eq:total}
\end{equation}

\noindent\textbf{Q:} You dropped the cross terms. Both amplitudes in Eq.~\eqref{eq:sum} are of order $p^{-4}$, so their product is of order $p^{-8}$ as well.

\noindent\textbf{A:} Before integration it is. The nuclear-electron product contains
\begin{equation}
\int e^{-i\mathbf p\cdot\mathbf r_2}\,\Psi^*(0,\mathbf r_2,\dots)\,\Psi(\mathbf r_2,\mathbf r_2,\dots)\,d\mathbf r_2 ,
\end{equation}
the Fourier transform of an integrable function, which tends to zero as $p\to\infty$. Products belonging to electrons 2 and 3 carry $e^{i\mathbf p\cdot(\mathbf r_2-\mathbf r_3)}$ and vanish in the same way. Physically, the recoil goes to a different particle in each case, and those final states do not interfere at leading order.

One gap remains. Equation~\eqref{eq:sum} treats the kinks as separate, which fails when two of them lie within about $1/p$ of each other. Such configurations occupy a volume of order $p^{-3}$. If the amplitude there is still of order $p^{-4}$, as scaling suggests, they change $n$ by a term of order $p^{-11}$ at most. This is an estimate and not a proof.

\noindent\textbf{Q:} Can the additivity be seen in numbers?

\noindent\textbf{A:} Take an unnormalized two-electron trial function with both kinds of kink,
\begin{equation}
\Psi=a(r_1)a(r_2)+\tfrac12r_{12}e^{-(r_1^2+r_2^2)/2},\qquad a(r)=\left(1-\tfrac12r\right)e^{-r^2/2}.
\end{equation}
It is not an eigenstate, so its slopes are inserted directly. The squared nuclear and electronic slopes predict $1.7485+2.5066=4.2551$. The full transform, extrapolated from $p=20$ and $40$, gives $4.2543$. The interference in $p^8n$ shrinks in magnitude from $2.25\times10^{-4}$ to $1.29\times10^{-5}$ between these momenta, an exponent of $4.13$. An exponent near 4 is expected, because the function being transformed has a kink of its own at $r_2=0$.

\section{The repulsive part by itself}

\noindent\textbf{Q:} In an atom the nuclear term may hide an error in the factor $4/\pi$. Is there a system without a nucleus?

\noindent\textbf{A:} Two electrons in a harmonic well with $\omega=\tfrac12$ have an eigenstate in closed form,
\begin{equation}
\Psi\propto\left(1+\tfrac12u\right)e^{-(r_1^2+r_2^2)/4}
=e^{-R^2/2}\left(1+\tfrac12u\right)e^{-u^2/8},
\end{equation}
since $r_1^2+r_2^2=2R^2+u^2/2$. To verify it, write $u$ times the relative function as $he^{-u^2/8}$ with $h=u+u^2/2$. The relative Hamiltonian, whose potential is $u^2/16+1/u$, turns this into $e^{-u^2/8}$ times
\begin{align}
-h''+\tfrac12uh'+\tfrac14h+\frac hu
&=-1+\tfrac12(u+u^2)+\tfrac14u+\tfrac18u^2+1+\tfrac12u\nonumber\\
&=\tfrac54u+\tfrac58u^2=\tfrac54h .
\end{align}
The relative energy is $\tfrac54$, the centre adds $\tfrac32\omega=\tfrac34$, and the total is $2$. The centre factor cancels from the contact density:
\begin{align}
\frac1D&=4\pi\int_0^\infty u^2\left(1+u+\tfrac14u^2\right)e^{-u^2/4}\,du\nonumber\\
&=4\pi\left(2\sqrt\pi+8+3\sqrt\pi\right).
\end{align}
This gives $D=0.004719$ and $4D/\pi=0.006009$. Direct evaluation of $p^8n(p)$ gives $0.006108$ at $p=20$ and $0.006033$ at $p=40$. Removing a correction proportional to $1/p^2$ leaves $0.006008$. The repulsive cusp therefore produces the tail without help from a nucleus.

\noindent\textbf{Q:} Do electrons of equal spin contribute too?

\noindent\textbf{A:} Not at this order. Their wave function vanishes at contact, so they drop out of $D$. The first non-smooth term is then $u$ times a component of $\mathbf u$. Multiplication by a coordinate becomes $i\,\partial/\partial p_x$ in momentum space, which turns $p^{-4}$ into $p^{-5}$ and the density into $p^{-10}$. The same argument covers a p orbital at the nucleus, whose first non-smooth term is $xr$. Between $p=20$ and $40$ the computed density exponents are $9.94$ for a hydrogenic 2p orbital with $Z=4$ and $10.00$ for the relative-momentum density of a triplet pair in a well.

\section{Helium}

\noindent\textbf{Q:} What does the orbital formula give for a real atom?

\noindent\textbf{A:} For the Hartree--Fock 1s orbital of helium, in a basis of eight Slater-type functions, $\phi(0)^2=1.7994$. Equation~\eqref{eq:orbital} gives
\begin{equation}
\frac{8\times2^2\times1.7994}{\pi}=18.33
\end{equation}
per electron. The transformed orbital has $p^8|\tilde\phi|^2=8.73$, $14.92$, $17.48$ and $18.22$ at $p=5$, $10$, $20$ and $40$, and the last two extrapolate to $18.46$.

\noindent\textbf{Q:} That is above your prediction by $0.7\%$.

\noindent\textbf{A:} The finite basis does not satisfy the cusp condition perfectly: $\phi'(0)/\phi(0)$ is $-2.0079$ instead of $-2$. The tail follows the slope the orbital actually has. Correcting the prediction gives $18.328\times(2.0079/2)^2=18.47$, which accounts for the excess. The last digits of the other numbers also depend on the basis. The converged Hartree--Fock orbital has the same energy to the digits shown, the slope $-2$, $\phi(0)^2=1.7980$ and the limit $18.31$. Its values at the four momenta are $8.72$, $14.94$, $17.43$ and $18.09$, and the last two extrapolate to that limit.

\noindent\textbf{Q:} Would a Gaussian basis do as well?

\noindent\textbf{A:} Not at large $p$. A finite sum of Gaussians is smooth, and its transform is again a sum of Gaussians, so $p^8|\tilde\phi|^2$ must finally go to zero. With the cc-pVDZ basis it is $21.1$ at $p=20$, above the true limit, and $8.7\times10^{-4}$ at $p=40$. The energy is a weak test of this region. With $n\simeq2\times18.33/p^8$ for the two electrons, the kinetic energy beyond $p=40$ is $\int_{40}^\infty2\pi p^4n\,dp\simeq2\pi\times36.66/(3\times40^3)=0.0012$ hartree, small beside the total energy of $-2.86168$ hartree.

\noindent\textbf{Q:} And the electron-electron part?

\noindent\textbf{A:} It is absent from Hartree--Fock, because a single determinant has no kink at $\mathbf r_1=\mathbf r_2$ away from the nucleus. I take it from a 50-term Hylleraas expansion in $r_1+r_2$, $r_1-r_2$ and $r_{12}$, with energy $-2.90372$ hartree. It gives $\rho(0)=3.620$ and $D=0.107$, hence
\begin{equation}
\frac8\pi Z^2\rho(0)=36.87,\qquad\frac4\pi D=0.136,\qquad\text{sum}=37.0 .
\end{equation}
The repulsive part is about $0.4\%$ of the total. The ratio of the repulsive to the nuclear part is $D/[2Z^2\rho(0)]$, which is small because $2Z^2=8$ and $D/\rho(0)$ is only about $0.03$.

The cusps were not imposed on this expansion. Its mean slopes are $-1.998$ at the nucleus and $0.482$ at electron contact, against the required $-2$ and $0.5$. The second is $3.6\%$ low and still rising with basis size, from $0.475$ with 34 terms. The tail computed from the slopes the function actually has is $36.9$. The last digits are not converged: 372 terms give $\rho(0)=3.621$, $D=0.1064$, parts $36.88$ and $0.135$, and slopes $-2.000$ and $0.498$, while the sum stays at $37.0$. Relativity, nuclear motion and nuclear size are left out. The first omission is larger than the repulsive part at the momenta used here: for a hydrogenic 1s orbital with $Z=2$ the Dirac momentum density exceeds the Schr\"odinger one by $0.7\%$ at $p=20$ and $2.5\%$ at $p=40$.

\section{Where the result stops}

\noindent\textbf{Q:} May I use Eq.~\eqref{eq:total} for a molecule by summing over nuclei?

\noindent\textbf{A:} Not for a fixed direction of $\mathbf p$. Kinks at nuclei $A$ and $B$ give a product with the phase $e^{i\mathbf p\cdot(\mathbf R_A-\mathbf R_B)}$. The nuclei are fixed, so no integration removes it. As $p$ grows, this product keeps oscillating in $p^8n(\mathbf p)$, except for $\mathbf p$ perpendicular to $\mathbf R_A-\mathbf R_B$, where it adds a constant. Averaging over directions turns the phase into $\sin(pR)/(pR)$, with $R$ the distance between the nuclei. This tends to zero, and the sum over nuclei then holds for the spherical average.

\noindent\textbf{Q:} Does so weak a tail affect anything one calculates?

\noindent\textbf{A:} It decides which momentum moments exist. At large $p$ the integrand of
\begin{equation}
\langle p^k\rangle=\int_0^\infty4\pi p^{2+k}n(p)\,dp
\end{equation}
behaves as $p^{k-6}$. The integral converges at its upper end for $k<5$ and diverges logarithmically at $k=5$. The kinetic energy ($k=2$) is safe, and so is $\langle p^4\rangle$, which enters the first relativistic correction to it. In a Gaussian basis $\langle p^5\rangle$ comes out finite, but it has no limit as the basis is improved with ever larger exponents. The numerical output below lists the computed values; others, such as the corrected prediction $18.47$ and the kinetic energy $0.0012$ hartree, follow by the arithmetic shown in the text. The converged and relativistic values quoted for comparison are not part of that output.

\section*{Calculated quantities}
\begin{verbatim}
All quantities in Hartree atomic units (a.u.)
HELIUM, HARTREE-FOCK 1s ORBITAL (Slater-type basis)
nuclear charge Z = 2; basis functions = 8
basis exponent = 2.0 a.u.
total energy = -2.86168 a.u.
total energy, Gaussian cc-pVQZ = -2.86151 a.u.
phi(0)^2 = 1.7994 a.u.
phi'(0)/phi(0) = -2.0079 a.u.
8 Z^2 phi(0)^2/pi, one electron = 18.328 a.u.
same, both electrons = 36.657 a.u.
p =    5: p^8|phi~|^2 Slater 8.725, cc-pVDZ 8.022e+00 a.u.
p =   10: p^8|phi~|^2 Slater 14.918, cc-pVDZ 1.159e+01 a.u.
p =   20: p^8|phi~|^2 Slater 17.480, cc-pVDZ 2.110e+01 a.u.
p =   40: p^8|phi~|^2 Slater 18.218, cc-pVDZ 8.702e-04 a.u.
Slater values extrapolated to infinite p = 18.464 a.u.
TWO ELECTRONS IN A HARMONIC WELL, omega = 0.5 a.u.
exact total energy = 2.0000 a.u.
integral of n(p) = 2.00000 electrons
contact density D = 0.004719 a.u.
4 D/pi = 0.006009 a.u.
p^8 n(p) at p = 20: 0.006108 a.u.
p^8 n(p) at p = 40: 0.006033 a.u.
extrapolated to infinite p = 0.006008 a.u.
TRIAL FUNCTION WITH BOTH KINKS (unnormalised)
kink strengths: nuclear 0.5, electronic 0.5 a.u.
predicted nuclear part = 1.7485 a.u.
predicted electronic part = 2.5066 a.u.
predicted sum = 4.2551 a.u.
computed p^8 n(p), extrapolated = 4.2543 a.u.
interference in p^8 n(p), p = 20: -2.252e-04 a.u.
interference in p^8 n(p), p = 40: -1.287e-05 a.u.
its decay exponent = 4.13
DENSITY DECAY EXPONENTS WITHOUT CONTACT AMPLITUDE
hydrogenic 2p = 9.94; triplet pair = 10.00
HELIUM, CORRELATED (Hylleraas expansion)
exponent alpha = 1.9 a.u.
34 terms: energy = -2.903719 a.u.
  rho(0) = 3.6189, D = 0.10691 a.u.
  mean cusp slopes: nuclear -1.9974, electronic 0.4751 a.u.
50 terms: energy = -2.903722 a.u.
  rho(0) = 3.6199, D = 0.10670 a.u.
  mean cusp slopes: nuclear -1.9984, electronic 0.4820 a.u.
virial ratio -V/T, larger basis = 2.00001
nuclear part 8 Z^2 rho(0)/pi = 36.872 a.u.
electron-electron part 4 D/pi = 0.1359 a.u.
total tail coefficient = 37.01 a.u.
coefficient from the actual slopes = 36.94 a.u.
electron-electron share = 0.37 %
\end{verbatim}
